Larmor's theorem and the Lorentz triplet of singlet spectral lines

A cadmium lamp placed between the poles of a magnet no longer emits its red line near 640 nm as a single line. Viewed across the field, the line becomes three equally spaced lines. Cadmium has many interacting electrons, yet for a singlet line in a weak field, with spin-orbit mixing, nuclear motion and hyperfine structure neglected, the spacing in frequency depends only on the field and on the electron's charge-to-mass ratio. The reason is that, under these conditions, the field merely sets the orbital motion of all the electrons turning together about the field direction.

**1. Model and conventions**

N electrons move about a fixed nucleus of charge Z at the origin, in a uniform field B > 0 along z. Spin is left out until section 7. Hartree atomic units are used until section 8, so the electron has mass 1 and charge −1. The field-free Hamiltonian is

H₀ = Σ pᵢ²/2 + V,
V = −Σ Z/rᵢ + Σ_{i<j} 1/rᵢⱼ.

The field enters through the vector potential

A = B×r/2 = (B/2)(−y, x, 0),

whose curl has z component ∂(Bx/2)/∂x − ∂(−By/2)/∂y = B, as required. For charge −1 the kinetic momentum is p + A, so

H_B = Σ (pᵢ + Aᵢ)²/2 + V.

**2. Expanding the kinetic energy**

Let the square for one electron act on a function f, with p = −i∇:

(p + A)²f = p²f + p·(Af) + A·(pf) + A²f.

The product rule gives p·(Af) = −i(∇·A)f + A·(pf). Here ∇·A = 0, because −y does not depend on x and x does not depend on y. The two cross terms are therefore equal, and their sum is

2A·p = B(x p_y − y p_x) = B l_z.

The last term is A² = (B²/4)(x² + y²). Halving everything and summing over electrons gives

H_B = H₀ + (B/2)L_z + D,
L_z = Σ l_z,ᵢ,
D = (B²/8) Σ (xᵢ² + yᵢ²).

D is the diamagnetic term. No approximation has been made.

**3. What L_z does to the atom**

Define R(α) = exp(−iαL_z). From [x, p_x] = i,

[l_z, x] = −y[p_x, x] = iy,
[l_z, y] = x[p_y, y] = −ix.

Hence

[l_z, x + iy] = iy + x = x + iy,
[l_z, x − iy] = iy − x = −(x − iy).

Differentiating R†(x ± iy)R with respect to α produces R† i[L_z, x ± iy] R = ±i R†(x ± iy)R. Starting from α = 0, the solution is

R†(α)(x ± iy)R(α) = exp(±iα)(x ± iy).

Thus R(α) turns a state by +α about z, counterclockwise when B points at the observer. The momentum components obey the same relations, since [l_z, p_x] = ip_y and [l_z, p_y] = −ip_x. The coordinate z and the momentum p_z commute with l_z.

In x² + y² = (x + iy)(x − iy) the two phases cancel. They cancel likewise in p² and in every distance rᵢ and rᵢⱼ, because all electrons turn together. Therefore

[H₀, L_z] = 0 and [D, L_z] = 0.

Nothing here requires the electrons to be independent. It does require the surroundings to be symmetric about the field axis through the nucleus. A molecule with fixed nuclei off that axis does not qualify.

**4. The rotating frame**

Write the state as ψ(t) = R(Ωt)φ(t), where φ is the state described in a frame turning at rate Ω. Then

i∂ψ/∂t = R(Ωt)[ΩL_z φ + i∂φ/∂t].

This must equal H_B R(Ωt)φ. Multiplying by R† from the left, and using the fact that R commutes with each part of H_B, gives

i∂φ/∂t = [H₀ + (B/2 − Ω)L_z + D]φ.

The choice Ω = B/2, which is eB/2m in SI units, removes the linear term. Since φ(0) = ψ(0),

ψ(t) = R(Bt/2) exp[−i(H₀ + D)t] ψ(0).

This factorization is exact for the model. Larmor's theorem is the statement obtained when D is dropped: motion in the field is the field-free motion, turned at the rate B/2.

The classical forces show what has happened. In SI units, let v′ and r be velocity and position in the frame turning at Ω = eB/2m, and let ρ be the distance from the axis. The magnetic force −e(v′ + Ω×r)×B has a part −e v′×B, which the Coriolis force 2m v′×Ω cancels. Its other part is −eΩBρ = −2mΩ²ρ along the outward radius. Adding the centrifugal force +mΩ²ρ leaves −mΩ²ρ, an inward pull with potential energy mΩ²ρ²/2 = e²B²ρ²/8m. That is the diamagnetic term.

A free electron shows why this remainder matters. With V = 0, D is an oscillator potential of frequency B/2, so in the rotating frame x + iy contains the factors exp(±iBt/2). Turning back to the laboratory multiplies both by exp(iBt/2). The result is a constant, the orbit centre, and a term exp(iBt), which is motion at the cyclotron rate B. The Larmor rate is half of this. For a free electron D cannot be dropped; for a compact atom in a weak field it can.

**5. The size of the neglected term**

Let ψ_free(t) = exp(−iH₀t)ψ(0), and let χ = φ − ψ_free be the error in the rotating frame. Subtracting the two equations of motion gives

i∂χ/∂t = (H₀ + D)φ − H₀ψ_free = (H₀ + D)χ + Dψ_free,
χ(0) = 0.

Set χ = exp[−i(H₀ + D)t]η. The first term on the right then drops out, and integrating the equation for η gives

χ(t) = −i ∫₀ᵗ exp[−i(H₀ + D)(t − s)] D ψ_free(s) ds.

The exponential preserves the norm, and so does R. Hence

‖ψ(t) − R(Bt/2)ψ_free(t)‖ ≤ ∫₀ᵗ ‖Dψ_free(s)‖ ds.

If ‖Dψ_free‖ is constant in time, the right side is t‖Dψ(0)‖. Reaching a fixed angle θ takes t = 2θ/B, while D is proportional to B², so the bound at fixed angle is proportional to B. The theorem is thus a weak-field statement, and at any nonzero field it is guaranteed only for a limited time.

For energies, the useful measure is the ratio of the mean diamagnetic shift to the Larmor energy B/2:

(B²/8)⟨Σρᵢ²⟩ / (B/2) = B⟨Σρᵢ²⟩/4.

It grows with the square of the orbit size, so widely extended excited states leave the weak-field regime first.

**6. From rotation to three lines**

Light emission is governed by the total electron displacement (X, Y, Z) = Σrᵢ; the electric dipole is its negative. With D dropped, the operators at time t follow from sections 3 and 4:

Z(t) = Z_free(t),
(X ± iY)(t) = exp(±iBt/2)(X ± iY)_free(t).

For emission from an upper level u to a lower level l, the free matrix element ⟨l|r|u⟩ varies as exp(−iω₀t), with ω₀ = E_u − E_l. The field therefore gives

Z: frequency ω₀,
X − iY: frequency ω₀ + B/2,
X + iY: frequency ω₀ − B/2.

This is the Lorentz triplet.

The level picture agrees. A state with L_z = M has energy E + MB/2, so

ω = ω₀ + (M_u − M_l)B/2.

Taking matrix elements of [L_z, X ± iY] = ±(X ± iY) gives (M_l − M_u ∓ 1)⟨l|X ± iY|u⟩ = 0. The operator X − iY thus needs M_u − M_l = +1, X + iY needs −1, and Z, which commutes with L_z, needs 0. For a D level (M_u from −2 to 2) decaying to a P level (M_l from −1 to 1), each M_l can be reached with all three differences. That makes nine components, but both levels have the same spacing B/2, so they coincide in threes.

Polarization. Let a = ⟨l|r|u⟩. In the high-frequency line the X + iY element vanishes, so a_x + i a_y = 0 and a_y = i a_x. The real part of (1, i)exp(−iωt) is (cos ωt, sin ωt), which turns counterclockwise when B points at the observer. The low-frequency line turns the other way. The middle line vibrates along B.

Intensity. Assume equally populated upper sublevels and no reabsorption, and sum |a_x|² over all pairs of sublevels to obtain S. Turning the coordinate axes only mixes the sublevels within each level, so the sums for y and z are also S. The z sum belongs entirely to the middle line. The x sum is shared by the outer lines. A half turn about the x axis exchanges M with −M, and hence the two outer lines, while leaving |a_x|² unchanged; each therefore receives S/2. The same holds for y.

An observer sees the two vibration directions perpendicular to the line of sight:

across B (along x, seeing y and z): S/2, S, S/2, or 1:2:1;
along B (seeing x and y): S, 0, S, or 1:0:1.

These are line strengths. Radiated power also carries a power of the frequency, which hardly differs between lines so close together.

**7. Why spin drops out for a singlet line**

Electron spin adds g_s(B/2)S_z to the Hamiltonian, with g_s close to 2. This term would turn spin at a different rate from orbital motion. In a singlet the total spin is zero, so

0 = ⟨ψ|S²|ψ⟩ = ‖S_xψ‖² + ‖S_yψ‖² + ‖S_zψ‖².

Each term must vanish, and S_zψ = 0. Without spin-orbit coupling the state remains a singlet, and the spinless derivation applies unchanged. A singlet is sufficient but not necessary: without spin-orbit coupling the dipole leaves S_z unchanged, so the spin energy cancels between the two levels for any total spin. What sets a singlet apart is that it has no spin for spin-orbit coupling to tie to the orbital motion, so that coupling enters only through the mixing considered next.

The red cadmium line joins a singlet D level to a singlet P level. Spin-orbit coupling mixes in some triplet character. If it changes the level spacings to g_uB/2 and g_lB/2, then with q = M_u − M_l,

ω = ω₀ + [g_l q + (g_u − g_l)M_u]B/2.

Components with equal q then coincide only if g_u = g_l. Here that mixing is neglected, as are the motion of the nucleus and the hyperfine structure of isotopes with nuclear spin.

**8. The cadmium triplet at 1 T**

In SI units the angular frequency shift is ω_L = eB/2m, so

Δν = ω_L/2π = eB/(4πm).

At 1 T, ω_L = 8.794×10¹⁰ rad/s, and

Δν = 8.794×10¹⁰/6.2832 s⁻¹ = 14.00 GHz.

For the wavelength, use λ = c/ν:

c/(ν − Δν) − c/ν = cΔν/[ν(ν − Δν)] ≈ cΔν/ν² = λ²Δν/c = λΔν/ν.

The approximation has a relative error of about Δν/ν. As an example value near the red line, choose λ = 643.8 nm in vacuum (the line itself lies at about 643.85 nm in air and 644.0 nm in vacuum). Then ν = c/λ = 465.66 THz, and

Δλ = 643.8 nm × (13.996×10⁹)/(465.66×10¹²) = 0.0194 nm.

With the chosen wavelength taken as exactly 643.8000 nm, the three lines lie at 643.7807, 643.8000 and 643.8194 nm. The final digits show the splitting; they are not a determination of the line's absolute position. Separating neighbouring lines calls for a resolving power λ/Δλ of about 33 000.

**9. A check on a real two-electron atom**

The numerical check treats singlet helium by full configuration interaction with 34 Gaussian orbitals of s, p and d type. It integrates (p + A)²/2 directly instead of assuming the expansion of section 2. The 1s3d → 1s2p line has the same D→P structure as the cadmium line. Its computed energy is 0.06729 hartree, or 677 nm. The small basis is the main limit on this value: bases of 74 and 106 orbitals give 0.0681 hartree, or 669 nm, and the measured line lies near 668 nm. Nuclear motion, also omitted, would lower the line energy by about 2×10⁻⁴ of its value; relativity is omitted as well. The basis contains complete angular shells, however, so it respects rotation about z, which is what the theorem needs.

At B = 10⁻⁴ atomic units (23.5 T) the Larmor frequency is 5×10⁻⁵. The nine components form three groups of three, with mean shifts of −4.992, 0.006 and 5.008 in units of 10⁻⁵ hartree. The intensities are 1:2:1 across the field and 1:0:1 along it. The slight upward displacement of the pattern comes from D, the one term beyond the linear Zeeman energy. The largest deviation of a component from the Lorentz formula is 1.06×10⁻⁷ hartree. It falls by a factor of 4.00 when the field is halved, as a quadratic effect should. The last digits depend on the basis: larger bases give outer shifts of −4.993 and 5.007 and a largest deviation of 1.04×10⁻⁷ hartree.

For the motion, the program starts from an equal superposition of a P and a D state whose mean displacement lies along x. After 31 372 atomic units of time, a whole number of free oscillation periods, the predicted angle is

(5×10⁻⁵)(31 372) = 1.5686 rad = 89.9°.

The mean displacement has turned by 89.9°. The norm of the difference between the state and the rotated free state is 0.0031, within the bound of 0.0040 (evaluated with D projected on the basis; without the projection it is 0.0041); both states have norm 1. At half the field and nearly the same angle it is 0.0016. Replacing the Larmor rotation by none, by one of the wrong sense or by one at the cyclotron rate gives differences of 1.73, 1.41 and 1.73.

At B = 0.05 atomic units and t = 100 the weak-field form fails: dropping D gives a difference of 1.43 (1.41 in larger bases). Keeping D reduces it to about 4×10⁻¹², in accordance with the exact factorization.

At 1 T the field is 10⁻⁴/23.51 = 4.25×10⁻⁶ atomic units. In this basis the largest ⟨Σρᵢ²⟩ in the helium D level is 110.6 bohr² (about 108 in larger bases, which leaves the two digits of the result unchanged), so the ratio from section 5 is

(4.25×10⁻⁶)(110.6)/4 = 1.2×10⁻⁴.

This is a helium value and gives only a scale for cadmium. If the cadmium D level is of comparable size, the diamagnetic correction at 1 T is likewise a small fraction of the splitting. It is not the leading correction for the real line. A rough estimate from the cadmium fine structure puts g − 1 of the singlet P level near 10⁻³, so the singlet-triplet mixing neglected in section 7 is the larger effect at this field, though still small.

**10. Points for implementation**

Place the origin of A at the nucleus; L_z and D refer to the field axis through that origin, and [H₀, L_z] = 0 requires this axis to pass through the nucleus. Use complete angular shells. Rotation about z mixes p_x with p_y, d_xz with d_yz and d_xy with d_x²−y², so a basis that lacks one member of such a pair is not closed under this rotation, and [H₀, L_z] = 0 generally fails in it. Omitting p_z or d_z² leaves the commutator zero, but it spoils the full rotational symmetry on which the degeneracy of each level and the intensity argument of section 6 rest. To rotate a many-electron state, apply exp(−iαl_z) to every electron with the same α. When the field is not weak, propagate with H₀ + D and apply R(Bt/2) at the end. This costs one extra rotation and introduces no weak-field error.

Calculated quantities

```
HELIUM, full CI in a small Gaussian basis
orbitals: 34; singlet pair functions: 595
singlet P energy: -2.12189 hartree
singlet D energy: -2.05460 hartree
D-P line: 0.06729 hartree
D-P line wavelength: 677.1 nm
kinetic expansion, largest error: 2.8e-14 hartree
SPECTRUM IN THE FIELD
field: 1.0e-04 a.u. = 23.51 T
Larmor frequency B/2: 5.000e-05 a.u.
components in low, middle, high line: 3 3 3
mean shifts (1e-5 hartree): -4.992 0.006 5.008
intensities across B (relative): 1.000 2.000 1.000
intensities along B (relative): 1.000 0.000 1.000
largest residue, full field: 1.063e-07 hartree
largest residue, half field: 2.658e-08 hartree
ratio of residues: 4.000
MOTION THROUGH ABOUT A QUARTER TURN
time, full field: 31372.2 a.u.
predicted Larmor angle: 89.875 degrees
angle of mean displacement: 89.875 degrees
state error, full field: 3.148e-03
bound on it: 3.967e-03
state error, half field: 1.576e-03
bound on it: 1.987e-03
error with no rotation: 1.731
error with wrong sense: 1.414
error with cyclotron rate: 1.731
STRONG FIELD
field: 0.05 a.u.; time: 100 a.u.
state error with D kept: 3.7e-12
state error with D dropped: 1.431
CADMIUM LINE
field: 1.0 T; wavelength: 643.8 nm
Larmor angular frequency: 8.7941e+10 rad/s
frequency shift: 13.996 GHz
line frequency: 465.66 THz
wavelength shift: 19.35 pm
triplet wavelengths (nm): 643.7807 643.8000 643.8194
wavelength / shift: 33270
DIAMAGNETIC SCALE AT THE SAME FIELD, helium D level
largest mean x^2+y^2: 110.6 bohr^2
diamagnetic shift: 2.50e-10 hartree
shift / Larmor energy: 1.18e-04
```
